# Atom-surface dispersion: the C3 coefficient and the Zaremba-Kohn reference plane

## The decision: from where is the distance measured?

Suppose an adsorption curve computed at short range is to be continued outward by a dispersion tail $-C_3/z^3$. The coefficient is not enough: one must also decide from which plane $z$ is measured. Moving the plane by a small length $\delta$ changes the tail by the fraction $3\delta/z$. In the model metal treated below, measuring from the edge of the positive background gives 16% too little attraction at 20 bohr. Measuring from the right plane leaves an error of 2%.

The result to be derived is

$$E(z)=-\frac{C_3}{(z-z_0)^3}+O(z^{-5}),\qquad C_3=\frac1{4\pi}\int_0^\infty\alpha(i\xi)\,\frac{\epsilon(i\xi)-1}{\epsilon(i\xi)+1}\,d\xi ,$$

together with a formula for $z_0$. The atom is neutral and spherical, with dipole polarizability $\alpha$. The solid fills $z<0$, is neutral, and is uniform and isotropic along the surface; $\epsilon$ is its bulk dielectric function. The charge densities do not overlap, the temperature is zero, and retardation is neglected. Hartree atomic units with Gaussian electrostatics are used.

## Simple case: one oscillator and a sharp metal surface

Let a potential $e^{qz}e^{iqx}$ fall on a sharp surface at $z=0$. Outside, the total potential is $e^{qz}-g\,e^{-qz}$, which defines the reflection factor $g$; inside it is $t\,e^{qz}$. Both satisfy Laplace's equation. Continuity of the potential and of $\epsilon\,\partial_z\phi$ gives

$$1-g=t,\qquad 1+g=\epsilon t\quad\Rightarrow\quad g=g_0\equiv\frac{\epsilon-1}{\epsilon+1}.$$

Since $g_0$ does not depend on $q$, the reflected field is $g_0$ times that of a perfect conductor. For a conductor, a dipole $p$ at height $z$ has an image at distance $2z$. A perpendicular dipole has a parallel image, whose field at the atom is $2p/(2z)^3$. A dipole along the surface has an opposite image, whose field is $p/(2z)^3$ in the direction of $p$. Per unit dipole,

$$G_{zz}=\frac1{4z^3},\qquad G_{xx}=G_{yy}=\frac1{8z^3}.$$

Take a metal with $\epsilon(\omega)=1-\omega_p^2/\omega^2$. Then $g_0=\omega_s^2/(\omega_s^2-\omega^2)$ with $\omega_s=\omega_p/\sqrt2$: the surface responds as one oscillator. Let the atom be an oscillator of frequency $\omega_a$ and static polarizability $\alpha_0$. For one direction, with reflected field $F$,

$$\ddot p+\omega_a^2p=\alpha_0\omega_a^2F,\qquad \ddot F+\omega_s^2F=\omega_s^2G\,p .$$

The normal frequencies satisfy $(\omega_a^2-\Omega^2)(\omega_s^2-\Omega^2)=\alpha_0G\,\omega_a^2\omega_s^2$. Hence $\Omega_1^2+\Omega_2^2=\omega_a^2+\omega_s^2$ and $\Omega_1\Omega_2=\omega_a\omega_s\sqrt{1-\alpha_0G}$, so that

$$(\Omega_1+\Omega_2)^2=(\omega_a+\omega_s)^2-2\omega_a\omega_s\left(1-\sqrt{1-\alpha_0G}\right)\approx(\omega_a+\omega_s)^2-\omega_a\omega_s\alpha_0G .$$

Taking the root to first order in $\alpha_0G$, the zero-point energy changes by

$$\tfrac12(\Omega_1+\Omega_2-\omega_a-\omega_s)\approx-\frac{\alpha_0G\,\omega_a\omega_s}{4(\omega_a+\omega_s)} .$$

The three directions add up to $G_{xx}+G_{yy}+G_{zz}=1/(2z^3)$, so

$$E=-\frac{C_3}{z^3},\qquad C_3=\frac{\alpha_0\,\omega_a\omega_s}{8(\omega_a+\omega_s)} .$$

With $\alpha_0=10$ bohr³ and $\omega_a=\omega_p=0.5$ hartree, $\omega_s=0.3536$ hartree and

$$C_3=\frac{10\times0.5\times0.3536}{8\times0.8536}=0.2589\ \text{hartree bohr}^3=1.044\ \text{eV Å}^3 .$$

As a test, the coupled oscillators were diagonalized at 40 bohr, with the image field built from point charges. This gives $-4.04510$ microhartree, and $-C_3/z^3$ gives $-4.04505$.

## Generalization: any spherical atom, any reflection factor

Let $\mathbf p$ be the atom's dipole operator and $\mathbf F$ the operator of the solid's electric field at the atom. The coupling is $V=-\mathbf p\cdot\mathbf F$. The first-order energy vanishes because a spherical neutral atom has no permanent moments. A neutral, laterally uniform solid has no static field outside its charge, so states in which the atom alone is excited do not contribute either. States with the solid alone excited drop out because the atom's mean dipole is zero. Both partners must be excited, with energies $a_m$ and $b_n$:

$$E=-\sum_{m,n}\sum_{ij}\frac{p^i_{0m}p^j_{m0}\,F^i_{0n}F^j_{n0}}{a_m+b_n}.$$

The denominator is separated by partial fractions:

$$\int_0^\infty\!\frac{d\xi}{(a^2+\xi^2)(b^2+\xi^2)}=\frac1{b^2-a^2}\left(\frac{\pi}{2a}-\frac{\pi}{2b}\right)=\frac{\pi}{2ab(a+b)},$$

hence

$$\frac1{a+b}=\frac2\pi\int_0^\infty\frac{ab\;d\xi}{(a^2+\xi^2)(b^2+\xi^2)} .$$

The linear responses at imaginary frequency are

$$\alpha\,\delta_{ij}=\sum_m\frac{2a_m\,p^i_{0m}p^j_{m0}}{a_m^2+\xi^2},\qquad G_{ij}=\sum_n\frac{2b_n\,F^i_{0n}F^j_{n0}}{b_n^2+\xi^2}.$$

$G_{ij}$ is the reflected field per unit dipole, because a dipole perturbs the solid by $-\mathbf p\cdot\mathbf F$. The two factors of 2 turn $2/\pi$ into $1/(2\pi)$:

$$E=-\frac1{2\pi}\int_0^\infty\alpha(i\xi)\,\mathrm{Tr}\,G(i\xi)\,d\xi .$$

To find $G$, expand the potential of a unit charge at $\mathbf r'$ in lateral waves. Below the charge,

$$\frac1{|\mathbf r-\mathbf r'|}=\int\frac{d^2q}{2\pi q}\,e^{i\mathbf q\cdot(\mathbf R-\mathbf R')}e^{q(z-z')} .$$

Each wave $e^{qz}$ is reflected as $-g\,e^{-qz}$, so the induced potential is

$$\phi_{\rm ind}=-\int\frac{d^2q}{2\pi q}\,g(q,i\xi)\,e^{i\mathbf q\cdot(\mathbf R-\mathbf R')}e^{-q(z+z')} .$$

A dipole source brings $\partial'_j$ and the field brings $-\partial_i$, so $G_{ij}=-\partial_i\partial'_j\phi_{\rm ind}$. The two derivatives yield $q^2$ for $zz$, and $(iq_x)(-iq_x)=q_x^2$ for $xx$. The trace therefore contains $q^2+q_x^2+q_y^2=2q^2$. With $d^2q=2\pi q\,dq$,

$$\mathrm{Tr}\,G=2\int_0^\infty q^2e^{-2qz}g\,dq,\qquad E=-\frac1\pi\int_0^\infty\! d\xi\,\alpha\int_0^\infty\! dq\,q^2e^{-2qz}g(q,i\xi).\tag{1}$$

The factor $q^2e^{-2qz}$ selects $q$ of order $1/z$. Far away, the surface structure is not resolved and $g\to g_0(i\xi)$. Since $\int_0^\infty q^2e^{-2qz}dq=2/(2z)^3=1/(4z^3)$, the stated formula for $C_3$ follows.

**Limit: the simple case.** With $\epsilon(i\xi)=1+\omega_p^2/\xi^2$ one has $g_0=\omega_s^2/(\omega_s^2+\xi^2)$. The separation identity with $a=\omega_a$, $b=\omega_s$ gives

$$C_3=\frac{\alpha_0}{4\pi}\,\omega_a^2\omega_s^2\,\frac{\pi}{2\omega_a\omega_s(\omega_a+\omega_s)}=\frac{\alpha_0\omega_a\omega_s}{8(\omega_a+\omega_s)},$$

as before.

**Limit: a dilute solid.** Let the solid consist of $n$ atoms per volume with polarizability $\alpha_h$. To first order in $n$, $\epsilon-1=4\pi n\alpha_h$ and $g_0=2\pi n\alpha_h$, so $C_3=\frac n2\int\alpha\alpha_h\,d\xi$. For one pair, the second atom returns the field $T\alpha_hT$, where $T$ has the elements $(1,1,-2)/R^3$ up to a common sign. Its trace is $6\alpha_h/R^6$, and therefore $C_6=\frac3\pi\int\alpha\alpha_h\,d\xi$. Eliminating the integral gives $C_3=\pi nC_6/6$.

Direct summation agrees. A plane of atoms at distance $s$ contributes $\int_0^\infty2\pi\rho\,d\rho/(\rho^2+s^2)^3=\pi/(2s^4)$, and $\int_z^\infty\pi/(2s^4)\,ds=\pi/(6z^3)$. Numerically, the two sides are $1.1451\times10^{-4}$ and $1.1454\times10^{-4}$ hartree bohr³; $C_6$ came from the zero-point energy of two coupled atoms.

## Next order: a displaced surface shows what to look for

Move the sharp surface to $z=D$. The incident wave is $e^{qD}e^{q(z-D)}$, and its reflection is $-g_0e^{qD}e^{-q(z-D)}=-g_0e^{2qD}e^{-qz}$. Thus $g=g_0e^{2qD}$: the first-order slope of $g$ in $q$ measures where the surface lies.

For a general surface this becomes a definition, at each imaginary frequency:

$$g(q,i\xi)=g_0(i\xi)\left[1+2q\,D(i\xi)+O(q^2)\right].$$

Insert it into (1) and use $\int_0^\infty q^3e^{-2qz}dq=6/(2z)^4=3/(8z^4)$:

$$E=-\frac1{4\pi}\int_0^\infty\alpha g_0\left[\frac1{z^3}+\frac{3D}{z^4}\right]d\xi+O(z^{-5})=-\frac{C_3}{z^3}\left(1+\frac{3z_0}{z}\right)+O(z^{-5}),$$

$$z_0=\frac{\int_0^\infty\alpha\,g_0\,D\,d\xi}{\int_0^\infty\alpha\,g_0\,d\xi}.$$

Because $(z-z_0)^{-3}=z^{-3}(1+3z_0/z+6z_0^2/z^2+\dots)$, the shifted law contains the whole $z^{-4}$ term. The reference plane is the average of the frequency-dependent planes, weighted by their share in $C_3$. It therefore depends on the atom as well as on the solid. If the origin moves, every $D$ moves with it, and so does $z_0$; the plane in space stays put.

The $z^{-5}$ term is in general not absorbed. Suppose each frequency had a perfectly sharp plane, $g=g_0e^{2qD}$. The second-order part $2q^2D^2$, with $\int q^4e^{-2qz}dq=3/(4z^5)$, gives $-6C_3\langle D^2\rangle/z^5$, where the brackets denote the same weighted average. The shifted law supplies $-6C_3z_0^2/z^5$. The spread $\langle D^2\rangle-z_0^2$ is left over, since one plane cannot stand for many. Real surfaces add further $q^2$ terms, and the atom's quadrupole polarizability also enters at $z^{-5}$.

## What fixes D: two centroids

Let the true surface have a finite thickness, small compared with $1/q$. Extend the outer solution $e^{qz}-g\,e^{-qz}$ and the inner solution $t\,e^{qz}$ to $z=0$ and call these the reference fields. The true fields differ from them in the surface region alone.

At leading order in $q$, the normal field rises from $E_z^-=-qt$ to $E_z^+=\epsilon E_z^-$, because the normal displacement is constant. Define

$$d_\perp=\frac{\int z\,\partial_zE_z\,dz}{\int\partial_zE_z\,dz},\qquad d_\parallel=\frac{\int z\,\partial_zD_x\,dz}{\int\partial_zD_x\,dz}.$$

Since $\partial_zE_z=4\pi\rho$ at leading order, $d_\perp$ is the centroid of the induced charge. Integration by parts gives $\int(E_z-E_z^{\rm ref})dz=-(E_z^+-E_z^-)d_\perp$. The potential is minus the integral of $E_z$, so the extended potentials do not meet at $z=0$:

$$(1-g)-t=(E_z^+-E_z^-)d_\perp=-(\epsilon-1)\,q\,t\,d_\perp .$$

The displacement obeys $\partial_zD_z=-iqD_x$. The tangential field $E_x=-iqt$ is common to both sides at this order, and $D_x$ falls from $\epsilon E_x$ to $E_x$. Its excess is $\int(D_x-D_x^{\rm ref})dz=(\epsilon-1)E_xd_\parallel$. With $D_z^+=-q(1+g)$ and $D_z^-=-\epsilon qt$,

$$-q(1+g)+\epsilon qt=-iq(\epsilon-1)(-iqt)\,d_\parallel=-q^2(\epsilon-1)\,t\,d_\parallel .$$

The two conditions read

$$1-g=t\,[1-q(\epsilon-1)d_\perp],\qquad 1+g=t\,[\epsilon+q(\epsilon-1)d_\parallel].$$

Their ratio $Y=(1+g)/(1-g)$ is, to first order in $q$,

$$Y=\epsilon+q(\epsilon-1)(\epsilon d_\perp+d_\parallel).$$

Now $g=(Y-1)/(Y+1)$, so a small change $\delta Y$ gives $\delta g=2\,\delta Y/(\epsilon+1)^2$. Dividing by $2qg_0$,

$$D=\frac{\epsilon\,d_\perp+d_\parallel}{\epsilon+1}.\tag{2}$$

Local response was not assumed. What was used is lateral isotropy, which forbids a normal field from driving a lateral current at $q=0$, and a surface region of finite thickness.

**Limits.** If both centroids lie at $a$, then $D=a$, as for a displaced sharp surface. For $\epsilon\to1$, $D$ is their plain mean; for $\epsilon\to\infty$ it is $d_\perp$.

**A dilute solid with a half-density layer on top.** Let the layer fill $0<z<4$ bohr. To first order in the density the two steps are equal, so both centroids lie in the middle of the layer, and (2) gives $z_0=2.00$ bohr. At $z=200$ bohr, where this shift changes the energy by 3%, a sum over atom pairs agrees with the shifted law within the test's tolerance of 0.2%.

**An asymmetric dielectric profile.** Here the centroids differ: $d_\perp=1.775$ and $d_\parallel=0.886$ bohr. With the bulk value $\epsilon=4$, formula (2) gives $D=1.59735$ bohr, and the slope of $g$ from a direct solution of Poisson's equation gives $1.59734$ bohr.

**A nonlocal metal.** In a hydrodynamic electron gas behind a hard wall, the density change $n_1$ obeys $\xi^2n_1=-n_0\nabla^2\phi+\beta^2\nabla^2n_1$, where $n_0$ is the bulk electron density and $\beta$ the pressure-wave speed. With $\nabla^2\phi=4\pi n_1$ and $\omega_p^2=4\pi n_0$ this becomes $\beta^2\nabla^2n_1=(\omega_p^2+\xi^2)n_1$. At $q\to0$ the charge decays into the metal as $e^{\kappa z}$, $\kappa=\sqrt{\omega_p^2+\xi^2}/\beta$, and its centroid is $d_\perp=-1/\kappa$. For $\xi=0.3$ hartree and $\beta=0.5$ a.u., $d_\perp=-0.8575$ bohr. With $d_\parallel=0$, shown next, (2) gives $D=-0.678$ bohr, which the slope of the full $g(q)$ confirms. In this model the plane lies inside the background edge, because the hard wall allows no electrons outside it. The sign is set by the surface model and not by $\epsilon$: for the same atom and bulk metal the hard wall gives $z_0=-0.77$ bohr, and the soft edge treated below gives $+1.00$ bohr. In self-consistent jellium the electrons spill out and the static centroid lies outside the edge.

## Jellium: the Zaremba-Kohn form

Replace the ions by a uniform background ending at $z=0$. A uniform field along the surface moves all electrons together, so their mutual forces cancel and the background exerts no lateral force. For time dependence $e^{\xi t}$ the displacement $u$ obeys $\xi^2u=-E_x$, the polarization is $-nu=nE_x/\xi^2$, and

$$D_x=\left[1+\frac{4\pi n(z)}{\xi^2}\right]E_x .$$

Hence $d_\parallel$ is the centroid of $-dn/dz$. Integration by parts turns this centroid into the excess of $n(z)$ over the background, divided by the bulk density. Neutrality makes that excess zero, so $d_\parallel=0$ and

$$D=\frac{\epsilon}{\epsilon+1}\,d_\perp,\qquad z_0=\frac1{4\pi C_3}\int_0^\infty\alpha\,\frac{\epsilon(\epsilon-1)}{(\epsilon+1)^2}\,d_\perp\,d\xi .$$

This $z_0$ is counted from the background edge. When jellium stands for a layered crystal, each atomic plane owns a slab one interlayer spacing thick. The edge then lies half a spacing outside the last plane of nuclei, and this half spacing must be added if heights are counted from the nuclei.

## Worked example: a metal with a soft edge

Let $n(z)=n_0/(1+e^{z/a})$ with $a=0.4$ bohr, and assume local response. Write $\epsilon$ for the bulk value, so $\omega_p^2/\xi^2=\epsilon-1$. The local dielectric function is $\epsilon(z)=1+(\epsilon-1)/(1+e^{z/a})$, and

$$\frac1{\epsilon(z)}=\frac{1+e^{z/a}}{\epsilon+e^{z/a}}=1-\frac{(\epsilon-1)/\epsilon}{1+e^{(z-a\ln\epsilon)/a}} .$$

At long wavelength $E_z\propto1/\epsilon(z)$. This is again a Fermi step, symmetric about $a\ln\epsilon$, so $d_\perp=a\ln\epsilon$. The normal field is screened already by the thin outer tail of the density, and more so the lower the frequency.

At $\xi=0.3$ hartree, $\epsilon=1+0.25/0.09=3.778$, $d_\perp=0.4\ln3.778=0.532$ bohr, and $D=0.532\times3.778/4.778=0.420$ bohr. At 0.1 hartree $D$ is 1.255 bohr; at 1.0 hartree it is 0.05 bohr. The weighted average over all frequencies is

$$z_0=1.00\ \text{bohr}=0.53\ \text{Å}.$$

Since $D$ falls steadily with $\xi$, an average this far above 0.42 bohr shows that frequencies below 0.3 hartree dominate the shift. This is also where the model is weakest. As $\xi\to0$, $d_\perp$ grows logarithmically, because the step $z=a\ln\epsilon$ lies where $4\pi n(z)/\xi^2=(\epsilon-1)/(\epsilon+1)\approx1$. Local response lets any density, however small, screen once $\xi$ is low enough, and in the exponential tail this point moves outward as $-2a\ln\xi$. The growth is integrable, so $z_0$ is finite, but its value belongs to this model and is no estimate for a particular metal.

The energy (1) was also computed with the full $g(q,i\xi)$ of the soft edge. Energies are in microhartree, and errors are relative to the full energy.

| $z$ (bohr) | full | $-C_3/z^3$ | error | shifted | error |
|---|---|---|---|---|---|
| 15 | −98.1 | −76.7 | −21.8% | −94.4 | −3.8% |
| 20 | −38.5 | −32.4 | −15.9% | −37.8 | −1.9% |
| 40 | −4.38 | −4.05 | −7.7% | −4.36 | −0.4% |

At 20 bohr the shifted value is $-0.2589/(20-1.002)^3=-37.8$ microhartree. From 80 to 160 bohr the unshifted error falls by a factor 2.01 and the shifted error by 4.10. These are the $1/z$ and $1/z^2$ laws expected when the first neglected terms are $z^{-4}$ and $z^{-5}$. The shifted error times $z^2$ is about 8.5 bohr² at 15 bohr and 6.4 bohr² at 80 bohr, so higher terms are still visible at the shorter distance. The remainder is attractive, the sign that a spread of planes would produce, although other $q^2$ terms contribute as well.

"Full" here means the nonretarded dipole energy of this model; the atom's quadrupole and the overlap of densities are left out. The second omission needs care, because the Fermi tail never ends: taken literally, it makes $g$ infinite for $q>1/(2a)=1.25$ bohr⁻¹. If the tail is cut off before the atom, $g$ is finite for all $q$, and the waves above this value carry of order $10^{-6}$ of the energy or less at 15 bohr. The position of the cut still shows in the last digit at that distance, because the lowest frequencies are screened far out in the tail: the full energy is −98.04, −98.07 and −98.09 microhartree for cuts at 8, 10 and 12 bohr. The 15 bohr row of the table is for the cut at 12 bohr. Retardation sets the outer limit: $z$ must stay well below $c/\omega_a=274$ bohr. For the same metal with a sharp edge, retardation weakens the attraction by about 2% at 40 bohr and 5% at 80 bohr. The small errors of the shifted law at 40 bohr and beyond therefore check the asymptotic law and are not the accuracy of a physical prediction. The remaining checks are in the numerical output.

For the tail of an adsorption curve, $C_3$ and $z_0$ thus belong together, with $z_0$ counted from the same origin as $z$. At 15 bohr the shifted law still misses 4% of the dipole energy in this model, so a join at shorter range needs more than $C_3$ and $z_0$. Equation (1) with the full reflection factor gives the whole dipole energy. The atom's quadrupole, which also enters at $z^{-5}$, is a separate contribution. Both descriptions require that the charge densities do not overlap.

## Values computed for the example and the checks

```
atom: alpha0 = 10.0 bohr^3, frequency = 0.50 hartree
metal: plasma frequency = 0.50 hartree, edge width a = 0.40 bohr
surface plasmon frequency = 0.35355 hartree
C3 by quadrature = 0.258883 hartree bohr^3
C3 closed form   = 0.258883 hartree bohr^3
C3 converted     = 1.0439 eV angstrom^3
z0 = 1.002 bohr = 0.530 angstrom
retardation length c/w_atom = 274 bohr
graded metal: xi (hartree), eps, g0, d_perp (bohr), D (bohr)
  0.1  26.0000  0.9259  1.3032  1.2550
  0.3  3.7778  0.5814  0.5317  0.4204
  1.0  1.2500  0.1111  0.0893  0.0496
z (bohr), E full, E unshifted, E shifted (microhartree), errors (%)
  15  -98.0082  -76.7062  -94.3782  -21.735  -3.704
  20  -38.4835  -32.3604  -37.7533  -15.911  -1.897
  40  -4.3833  -4.0451  -4.3648  -7.716  -0.421
  80  -0.5256  -0.5056  -0.5251  -3.805  -0.100
error ratio 80 to 160 bohr, unshifted = 2.013
error ratio 80 to 160 bohr, shifted   = 4.102
zero-point test at 40 bohr: modes -4.04510, -C3/z^3 -4.04505 microhartree
dilute solid: C6 = 21.8750 hartree bohr^6, z0 = 2.0003 bohr
dilute solid: C3 = 1.14509e-04, pi n C6/6 = 1.14537e-04 hartree bohr^3
bumpy dielectric: d_perp = 1.7751, d_par = 0.8862 bohr
bumpy dielectric: D formula = 1.59735, from Poisson = 1.59734 bohr
hydrodynamic metal, xi = 0.3 hartree, beta = 0.5 a.u.: d_perp = -0.8575 bohr
hydrodynamic metal: D formula = -0.67802, from g(q) = -0.67802 bohr
```
